# Barnes-Coleman slave bosons and the mean-field resonance of an infinite-U impurity

How fine must the energy mesh be near the Fermi level in a calculation for a strongly correlated impurity, and where should it be centred? The bare hybridization width is a poor guide, because strong repulsion can shrink the resonance by orders of magnitude and pull it to the Fermi level. The slave-boson mean field estimates both its width and its position from the bare parameters.

The impurity has $N\ge 2$ degenerate flavours $\sigma$ ($N=2$ for spin). Infinite repulsion $U$ leaves only its empty state $|0\rangle$ and the singly occupied states $|\sigma\rangle$. With $X_{ab}=|a\rangle\langle b|$, the Hamiltonian is

$$H=\sum_{k\sigma}\epsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\epsilon_f\sum_\sigma X_{\sigma\sigma}+V\sum_{k\sigma}\left(c^\dagger_{k\sigma}X_{0\sigma}+X_{\sigma0}c_{k\sigma}\right).$$

Energies are measured from the Fermi level, and $V$ is real and independent of $k$. The operators $X_{0\sigma}$ and $X_{\sigma0}$ change the electron number by one, so they anticommute with the conduction operators. They obey

$$X_{ab}X_{cd}=\delta_{bc}X_{ad}.\tag{1}$$

This rule is not that of ordinary fermions, so Wick's theorem does not apply to the impurity. The Barnes-Coleman representation expresses the $X$ operators through ordinary particles. A boson $b$ marks the empty impurity and a fermion $f_\sigma$ marks the occupied one:

$$X_{00}\to b^\dagger b,\quad X_{\sigma0}\to f^\dagger_\sigma b,\quad X_{0\sigma}\to b^\dagger f_\sigma,\quad X_{\sigma\sigma'}\to f^\dagger_\sigma f_{\sigma'}.$$

The boson commutes with all fermions, and $f_\sigma$ anticommutes with the conduction operators. The Hamiltonian becomes

$$H_s=\sum_{k\sigma}\epsilon_kc^\dagger_{k\sigma}c_{k\sigma}+\epsilon_f\sum_\sigma f^\dagger_\sigma f_\sigma+V\sum_{k\sigma}\left(c^\dagger_{k\sigma}b^\dagger f_\sigma+f^\dagger_\sigma b\,c_{k\sigma}\right).$$

The enlarged space contains states with no physical counterpart, such as two bosons. The physical states are those with

$$Q=b^\dagger b+\sum_\sigma f^\dagger_\sigma f_\sigma=1.$$

To prove that nothing is lost or added in this sector, write $A_0=b$ and $A_\sigma=f_\sigma$, so that every replacement reads $X_{ab}\to\hat X_{ab}=A_a^\dagger A_b$. Let $C$ be any product of conduction creation operators, and define a linear map $W$ by

$$W\,C|a\rangle=C A_a^\dagger|\mathrm{vac}\rangle .$$

Since $\langle\mathrm{vac}|A_aA_b^\dagger|\mathrm{vac}\rangle=\delta_{ab}$, the map preserves inner products. Every state with $Q=1$ contains one slave particle, so $W$ reaches the whole sector and is unitary onto it. Moving $A_b$ past $A_c^\dagger$ gives $\delta_{bc}$ plus or minus $A_c^\dagger A_b$, and the second term annihilates the vacuum. Therefore

$$\hat X_{ab}A_c^\dagger|\mathrm{vac}\rangle=\delta_{bc}A_a^\dagger|\mathrm{vac}\rangle,$$

which is the image of $X_{ab}|c\rangle=\delta_{bc}|a\rangle$. If $C$ stands in front, $X_{0\sigma}$ and $\hat X_{0\sigma}$ acquire the same sign on passing through it, because both anticommute with each conduction operator. The same holds for the other operators. Hence $\hat X_{ab}W=WX_{ab}$, the conduction operators also pass through $W$ unchanged, and

$$H_sW=WH .$$

All energies, matrix elements and time evolutions in the sector $Q=1$ are thus those of the original model. Rule (1) holds there too, since $\hat X_{ab}\hat X_{cd}W=WX_{ab}X_{cd}$.

Outside the sector the rule fails. In the state with two bosons, $\hat X_{00}\hat X_{00}=(b^\dagger b)^2$ gives 4, whereas rule (1) would require $\hat X_{00}=2$. The constraint is therefore part of the representation.

Each hybridization term exchanges one boson for one $f$ fermion, so $[H_s,Q]=0$. Because $Q$ has integer eigenvalues, the physical partition function at inverse temperature $\beta$ can be projected out by a phase integral:

$$Z=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,\mathrm{Tr}\,e^{-\beta H_s}e^{i\theta(Q-1)} .$$

The boson number is unbounded and an added boson costs no energy, so for real $\theta$ the sum over sectors in the trace does not converge. The integral is to be done in each sector of fixed $Q$ before the sectors are summed, and it then keeps only $Q=1$. Equivalently, $\theta$ may be shifted by $i\beta\lambda_0$ with $\lambda_0>0$. Each sector then acquires the factor $e^{-\beta\lambda_0(Q-1)}$, which equals one for $Q=1$. This factor makes the sum converge, because hybridization lowers the energy only like $\sqrt Q$.

The mean-field approximation replaces this integral by its value at one imaginary point, $\theta=i\beta\lambda$ with $\lambda$ real. This adds $\lambda(Q-1)$ to the Hamiltonian and enforces the constraint on average. The boson is put in a coherent state, $b|r\rangle=r|r\rangle$, and the fermions in a Slater determinant. A phase of $r$ can be absorbed into $f_\sigma$, so take $r\ge0$. The energy is then

$$E=\langle h\rangle+\lambda(r^2-1),$$

$$h=\sum_{k\sigma}\epsilon_kc^\dagger_{k\sigma}c_{k\sigma}+\tilde\epsilon\sum_\sigma f_\sigma^\dagger f_\sigma+rV\sum_{k\sigma}(c^\dagger_{k\sigma}f_\sigma+f_\sigma^\dagger c_{k\sigma}),\qquad \tilde\epsilon=\epsilon_f+\lambda .$$

The trial state mixes sectors of different $Q$, so the variational principle for $Q=1$ does not apply to it directly. When the constraint holds on average, $E$ is nevertheless an upper bound on the ground energy for $Q=1$. Let the determinant be the ground state of $h$, the same for every flavour, with $f$ occupation $x=(1-r^2)/N$ per flavour. Its components with no $f$ fermion and with one have probabilities $(1-x)^N$ and $Nx(1-x)^{N-1}$. Multiply the first by $r(1-x)^{-N/2}$ and give it one boson, multiply the second by $(1-x)^{-(N-1)/2}$, and drop the rest. The result is a normalized state with $Q=1$ and probabilities $r^2$ and $1-r^2$. Each flavour is still occupied with probability $x$, so the level and band energies are those contained in $E$. In the hybridization energy, which is not positive, $r$ is replaced by the product of the two factors and the probability $(1-x)^{N-1}$ that the other flavours are empty, which is $r/\sqrt{1-x}\ge r$. This physical state therefore has an energy no higher than $E$. The amplitude $r$ is not a physical order parameter, however: $b$ lowers $Q$ by one, so $\langle b\rangle=0$ in every state of the physical sector.

The approximation is controlled when $N$ is large with $Q/N$ and $NV^2$ held fixed. Writing $b=\sqrt N\,\beta_b$ gives $[\beta_b,\beta_b^\dagger]=1/N$, so the boson becomes classical while $N$ equal flavours act on it. A small model shows the size of the error. Take one bath level at zero energy, $\epsilon_f=-0.5$ eV, $V=v/\sqrt N$ with $v=1$ eV, $Q=N/2$, and one electron per flavour. Flavour-symmetric states are labelled by the number $m$ of $f$ electrons. Their energies are $\epsilon_fm$, and the states $m$ and $m-1$ are coupled by

$$\frac{v}{\sqrt N}\sqrt{Q-m+1}\,\sqrt{m(N-m+1)} .$$

The first root comes from creating a boson, the second from summing over flavours in normalized symmetric states. Numerical diagonalization gives lowest energies per flavour of $-0.640$, $-0.569$, $-0.562$ and $-0.561$ eV for $N=2$, 20, 200 and 2000. The mean-field energy per flavour is the minimum of $\epsilon_fn-2v\sqrt{1/2-n}\sqrt{n(1-n)}$ over the $f$ occupation $n$ per flavour, which is $-0.561$ eV. At $N=2$ the error is 12% of the exact energy of this small model. For a spin-½ impurity the expansion parameter $1/N$ is $1/2$, so the mean field is an approximation without a small parameter.

The resonance follows from the Green function of $h$. For one flavour the resolvent equations are

$$(z-\epsilon_k)G_{kf}=rVG_{ff},\qquad (z-\tilde\epsilon)G_{ff}=1+rV\sum_kG_{kf}.$$

Inserting the first into the second gives

$$G_{ff}(z)=\left[z-\tilde\epsilon-r^2\sum_k\frac{V^2}{z-\epsilon_k}\right]^{-1}.$$

Let the band have a constant density of states $\rho$ per flavour for $-D<\epsilon_k<D$, and define $\Delta=\pi\rho V^2$. Just above the real axis, inside the band,

$$\sum_k\frac{V^2}{\omega+i0^+-\epsilon_k}=\frac{\Delta}{\pi}\ln\left|\frac{D+\omega}{D-\omega}\right|-i\Delta .$$

For $|\omega|\ll D$ the real part is about $2\Delta\omega/(\pi D)$. After multiplication by $r^2$ it is negligible beside $\omega$ if $r^2\Delta\ll D$. Hence

$$G_{ff}(\omega)=\frac{1}{\omega-\tilde\epsilon+i\tilde\Delta},\qquad \tilde\Delta=r^2\Delta .\tag{2}$$

The spectral function $-\mathrm{Im}\,G_{ff}/\pi$ is a Lorentzian centred at $\tilde\epsilon$. Its half width at half maximum is $\tilde\Delta$, and its full width is $2\tilde\Delta$. The narrowing has a direct meaning: an electron can enter the impurity only when it is empty, and $r^2$ is the mean-field probability of that. The equality of narrowing factor and empty-state probability holds only within the mean field. In the original model, for the $N=2$ example below, the impurity is empty with probability about 0.07 and the narrowing factor is about 0.0016, while $r^2=0.008$.

Two stationarity conditions fix $r$ and $\lambda$. All that follows is at zero temperature, with $\tilde\Delta$ and $|\tilde\epsilon|$ small compared with $D$. Since the determinant is itself stationary, differentiating $E$ with respect to $\lambda$ touches only the explicit dependence and gives $n_f+r^2-1=0$, where $n_f$ is the total $f$ occupation. Integrating the Lorentzian over occupied energies, with the lower limit moved to $-\infty$, gives

$$1-r^2=n_f=\frac N\pi\int_{-\infty}^{0}\frac{\tilde\Delta\,d\omega}{(\omega-\tilde\epsilon)^2+\tilde\Delta^2}
=N\left[\frac12-\frac1\pi\arctan\frac{\tilde\epsilon}{\tilde\Delta}\right].\tag{3}$$

The derivative with respect to $r$ gives $2\lambda r+V\sum_{k\sigma}\langle c^\dagger_{k\sigma}f_\sigma+f^\dagger_\sigma c_{k\sigma}\rangle=0$. The two averages are equal because $h$ is real, so for $N$ equal flavours

$$\lambda r+NV\sum_k\langle c_k^\dagger f\rangle=0 .$$

The average is $-\pi^{-1}\int_{-\infty}^0d\omega\,\mathrm{Im}\,G_{kf}$. This integral runs to the band edge, where the real part $R(\omega)=(\Delta/\pi)\ln|(D+\omega)/(D-\omega)|$ of the band sum is not small beside $\Delta$. It enters in two ways. First, it appears as the term $rR\,\mathrm{Im}\,G_{ff}$, where $|\mathrm{Im}\,G_{ff}|\approx\tilde\Delta/\omega^2$ away from the resonance. Second, it appears as $r^2R$ in the denominator of $G_{ff}$, a change of relative order $\tilde\Delta/D$ apart from an integrable logarithm at the edge. Each contributes about $r\Delta(\tilde\Delta/D)\ln(D/\tilde\Delta)$, which is smaller by the factor $\tilde\Delta/D$ than the logarithm found below. Without $R$, the first resolvent equation and the band sum give

$$V\sum_kG_{kf}=r\sum_k\frac{V^2}{\omega+i0^+-\epsilon_k}\,G_{ff}=\frac{-i\Delta r}{\omega-\tilde\epsilon+i\tilde\Delta},$$

whose imaginary part is $-\Delta r(\omega-\tilde\epsilon)/[(\omega-\tilde\epsilon)^2+\tilde\Delta^2]$. The band edge supplies the lower limit:

$$NV\sum_k\langle c_k^\dagger f\rangle=\frac{N\Delta r}{\pi}\int_{-D}^0\frac{(\omega-\tilde\epsilon)\,d\omega}{(\omega-\tilde\epsilon)^2+\tilde\Delta^2}
=\frac{N\Delta r}{2\pi}\ln\frac{\tilde\epsilon^2+\tilde\Delta^2}{(D+\tilde\epsilon)^2+\tilde\Delta^2}.$$

In the denominator of the logarithm, $D^2$ dominates. Dividing the condition by $r\ne0$ leaves

$$\lambda=\tilde\epsilon-\epsilon_f=\frac{N\Delta}{\pi}\ln\frac{D}{T_0},\qquad T_0=\sqrt{\tilde\epsilon^2+\tilde\Delta^2}.\tag{4}$$

Here $T_0$ is an energy. Equation (3) says that $\tilde\epsilon/\tilde\Delta=\cot\delta$ with $\delta=\pi n_f/N$, so

$$\boxed{\tilde\Delta=T_0\sin\frac{\pi n_f}{N},\qquad \tilde\epsilon=T_0\cos\frac{\pi n_f}{N},\qquad T_0=D\,e^{-\pi(\tilde\epsilon-\epsilon_f)/(N\Delta)}.}$$

To solve these equations, set $n=n_f$ and use $\tilde\Delta=(1-n)\Delta$. Then $\tilde\epsilon=(1-n)\Delta\cot\delta$ and $T_0=(1-n)\Delta/\sin\delta$, and (4) becomes a single equation:

$$\epsilon_f=g(n)=(1-n)\Delta\cot\delta+\frac{N\Delta}{\pi}\ln\frac{(1-n)\Delta}{D\sin\delta},\qquad \delta=\frac{\pi n}{N}.\tag{5}$$

With $d\delta/dn=\pi/N$, the first term of $g$ has the derivative $-\Delta\cot\delta-(1-n)\Delta(\pi/N)/\sin^2\delta$, and the second has $-(N\Delta/\pi)/(1-n)-\Delta\cot\delta$. With $a=\pi(1-n)/N$ their sum is

$$g'(n)=-\Delta\left[2\cot\delta+\frac{a}{\sin^2\delta}+\frac1a\right]<0 .$$

Every term in the bracket is positive, because $0<\delta<\pi/2$ for $N\ge2$ and $0<n<1$. As $n\to0$, the term $N\Delta/(\pi n)$ drives $g$ to $+\infty$; as $n\to1$, the logarithm drives it to $-\infty$. Equation (5) therefore has one solution for each $\epsilon_f$, to be trusted where the wide-band assumptions hold.

This solution is an energy minimum once the constraint is imposed. Let $F(n)$ be the energy at fixed $r^2=1-n$, with $\lambda$ chosen to satisfy the constraint. Because $E$ is stationary in $\lambda$, only the explicit change of $r^2$ contributes. The derivative with respect to $r^2$ is that with respect to $r$ divided by $2r$, so

$$\frac{dF}{dn}=-\left[\lambda+\frac{N\Delta}{\pi}\ln\frac{T_0}{D}\right]=\epsilon_f-g(n),\qquad \frac{d^2F}{dn^2}=-g'(n)>0 .$$

In the Kondo regime the level lies deep below the Fermi level, $n_f\to1$, and $\tilde\epsilon$ is negligible beside $N\Delta/\pi$. Then

$$T_0\simeq D\,e^{-\pi|\epsilon_f|/(N\Delta)},\qquad \tilde\Delta\simeq T_0\sin\frac\pi N,\qquad \tilde\epsilon\simeq T_0\cos\frac\pi N .$$

For $N=2$ the leading position is zero. The next term follows from $\cot[\pi(1-r^2)/2]=\tan(\pi r^2/2)$, which gives $\tilde\epsilon\simeq(\pi r^2/2)\tilde\Delta$. For larger $N$ each flavour holds less than half an electron, so the resonance must lie above the Fermi level.

Take $D=4$ eV and $\epsilon_f=-1$ eV, and compare $N=2$, $\Delta=0.2$ eV with $N=4$, $\Delta=0.1$ eV. The product $N\Delta=0.4$ eV is the same, so the Kondo estimate is the same:

$$T_0\simeq4000\ \mathrm{meV}\times e^{-\pi\times1/0.4}=4000\ \mathrm{meV}\times e^{-7.854}=1.553\ \mathrm{meV}.$$

Solving (5) with a root finder gives $r^2=0.00776$ for $N=2$. Hence $\tilde\Delta=0.00776\times200$ meV $=1.55$ meV, equivalent to 18.0 K, and $\tilde\epsilon=(\pi\times0.00776/2)\times1.55$ meV $=0.019$ meV, or 0.22 K. For $N=4$ the root is $r^2=0.01079$, so $\tilde\Delta=1.08$ meV (12.5 K). With $n_f=0.989$, $\tilde\epsilon=\tilde\Delta\cot(0.989\pi/4)=1.10$ meV (12.7 K). The degeneracy moves the resonance from the Fermi level to about one half width above it.

The mean-field conditions can also be solved without the wide-band formulas, by diagonalizing $h$ self-consistently with 160 band levels spaced roughly logarithmically towards the Fermi level. This gives $\tilde\Delta=1.558$ meV and $\tilde\epsilon=0.0191$ meV for $N=2$, and 1.082 and 1.101 meV for $N=4$. The finite-bandwidth terms and the discretization together thus change these results by less than 1%. This says nothing about the error of the mean field itself.

For the mesh, the mean field puts the $N=2$ half width at 1.5 meV, although the bare half width is 200 meV. This estimate is too large. A numerical renormalization-group (NRG) solution of the original model with the same parameters gives a quasiparticle half width of about 0.3 meV, inferred from the spin susceptibility with a Wilson ratio of 2. The spacing near the Fermi level should therefore be well below 0.3 meV. The estimate is sensitive: lowering $\epsilon_f$ by 0.2 eV divides the width by about $e^{0.2\times7.854}=4.8$. Raising the level leads to mixed valence. For $N=2$ and $\epsilon_f=-0.6$, $-0.2$ and $0.2$ eV, equation (5) gives $n_f=0.84$, 0.39 and 0.21. The half widths are 33, 120 and 160 meV, and the positions 8, 170 and 470 meV. Here $\tilde\Delta$ and $\tilde\epsilon$ are no longer very small beside $D$. Solving the mean-field conditions with the full band sum gives $r^2\Delta=34$, 126 and 163 meV and $\tilde\epsilon=9.2$, 185 and 487 meV, so the wide-band formulas are low by 3 to 8% for these parameters. With $R(\omega)$ kept, the spectrum itself has half widths of 34, 129 and 167 meV and peaks at 9.3, 189 and 500 meV. The error of the mean field itself can be larger: NRG gives $n_f\approx0.84$, 0.54 and 0.25 for the original model.

The physical electron operator is $X_{0\sigma}\to b^\dagger f_\sigma$, which the mean field replaces by $rf_\sigma$. Its spectral weight per flavour is therefore $r^2$. The full weight follows from rule (1):

$$\langle X_{0\sigma}X_{\sigma0}+X_{\sigma0}X_{0\sigma}\rangle=\langle X_{00}+X_{\sigma\sigma}\rangle=1-n_f+\frac{n_f}{N}.$$

For $N=2$, with the mean-field $n_f$, this is 0.504 against $r^2=0.008$. Almost all the weight is missing from the mean-field spectrum, which describes the narrow resonance but not the charge excitations carried by fluctuations of $b$.

The prefactor of $T_0$ is also uncertain at small $N$. If corrections add an energy $\eta$ to the right-hand side of (4), then at fixed $\tilde\epsilon$ they multiply $T_0$ by $e^{\pi\eta/(N\Delta)}$, a factor of several when $|\eta|$ is comparable with $N\Delta/\pi$. In the $N=2$ example the true width is smaller than the mean-field one by a factor of about 5, close to $\sqrt{D/\Delta}=4.5$, while the factor 4.8 for a level 0.2 eV deeper is reproduced. The width and position are best used as scales for setting up a calculation, at temperatures well below $T_0/k_B$, where $k_B$ is the Boltzmann constant.
